# The DFT+U Potential as a Separable Plane-Wave Projector: a program that tests the result

```python
"""DFT+U (Dudarev form) in a plane-wave basis, one spin channel.

Result under test: with beta[G,m] = <k+G|phi_mk>, the plane-wave components
of Bloch sums of atomic orbitals, and the occupation matrix
    n = (1/N) sum_k beta^dagger rho_k beta,
the energy E_U = (U/2) Tr[n(1-n)] has the separable potential
    V_k = beta U(1/2 - n) beta^dagger.
N: number of k-points; rho_k: density matrix in plane waves; U: effective U.
Model: kinetic energy + fixed d projector + two Gaussian wells, no Hartree
or exchange-correlation term. Hartree atomic units throughout.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
cell = 6.0                              # cubic lattice constant, bohr
volume = cell**3
cutoff = 8.0                            # kinetic-energy cutoff, hartree
alpha = 0.6                             # orbital exponent, bohr^-2
tau = np.array([0.7, 1.1, 0.4])         # atom position, bohr
d_strength = -3.2                       # fixed d projector, hartree
well_depth, well_width = 0.8, 1.0       # hartree, bohr
well_offsets = np.array([[1.0, 0.9, 1.2], [1.6, -0.7, 0.5]])
U_value = 0.2                           # hartree
n_filled = 2                            # filled bands at every k
identity = np.eye(5)


def solid_harmonics(v):
    """r^2 Y_2m for m = -2..2, complex harmonics; v has shape (points, 3)."""
    x, y, z = v.T
    plus, minus = x + 1j * y, x - 1j * y
    c = np.sqrt(15 / (2 * np.pi))
    return np.array([c / 4 * minus**2, c / 2 * minus * z,
                     np.sqrt(5 / np.pi) / 4 * (2 * z**2 - x**2 - y**2),
                     -c / 2 * plus * z, c / 4 * plus**2])


# Radial function R(r) = norm r^2 exp(-alpha r^2), normalized numerically
nodes, weights = np.polynomial.legendre.leggauss(100)
r_rad, w_rad = 4.0 * (nodes + 1), 4.0 * weights
norm = 1 / np.sqrt(np.sum(w_rad * r_rad**6 * np.exp(-2 * alpha * r_rad**2)))
R_rad = norm * r_rad**2 * np.exp(-alpha * r_rad**2)

# Plane waves, orbital components and fixed Hamiltonian at each k
integers = np.array(list(itertools.product(range(-5, 6), repeat=3)))
k_fractions = np.array(list(itertools.product([-0.25, 0.25], repeat=3)))
n_k = len(k_fractions)
q_sets, g_sets, betas, fixed_H = [], [], [], []
for kf in k_fractions:
    q_all = 2 * np.pi / cell * (integers + kf)
    keep = np.sum(q_all**2, axis=1) / 2 < cutoff
    q = q_all[keep]
    q_len = np.linalg.norm(q, axis=1)
    bessel = spherical_jn(2, np.outer(q_len, r_rad))
    radial = bessel @ (w_rad * r_rad**2 * R_rad)
    angular = solid_harmonics(q / q_len[:, None])
    beta = (4 * np.pi / np.sqrt(volume) * (-1j)**2 * angular * radial
            * np.exp(-1j * q @ tau)).T
    diff = q[:, None, :] - q[None, :, :]
    envelope = (-well_depth * (np.pi * well_width**2)**1.5 / volume
                * np.exp(-well_width**2 * np.sum(diff**2, axis=2) / 4))
    H = np.diag(q_len**2 / 2).astype(complex)
    for offset in well_offsets:
        H += envelope * np.exp(-1j * diff @ (tau + offset))
    H += d_strength * beta @ beta.conj().T
    q_sets.append(q)
    g_sets.append(integers[keep])
    betas.append(beta)
    fixed_H.append(H)


def energy_U(n, U):
    return U / 2 * np.trace(n - n @ n).real


def solve_bands(n, U):
    """Diagonalize at all k for a given n; return levels, states, new n."""
    levels, states = [], []
    n_new = np.zeros((5, 5), complex)
    for H, beta in zip(fixed_H, betas):
        H_U = H + beta @ (U * (identity / 2 - n)) @ beta.conj().T
        e, c = eigh(H_U, subset_by_index=[0, n_filled])
        filled = c[:, :n_filled]
        a = beta.conj().T @ filled
        n_new += a @ a.conj().T / n_k
        levels.append(e)
        states.append(filled)
    return np.array(levels), states, n_new


def self_consistent(U, n):
    """Anderson-accelerated iteration of the occupation matrix."""
    old_n, old_res = [], []
    for iteration in range(1, 151):
        levels, states, n_new = solve_bands(n, U)
        res = n_new - n
        if np.abs(res).max() < 1e-9:
            return levels, states, n_new, iteration
        old_n.append(n)
        old_res.append(res)
        old_n, old_res = old_n[-6:], old_res[-6:]
        step = res.copy()
        if len(old_n) > 1:
            d_res = [res - x for x in old_res[:-1]]
            d_n = [n - x for x in old_n[:-1]]
            columns = np.array([np.r_[x.real.ravel(), x.imag.ravel()]
                                for x in d_res]).T
            target = np.r_[res.real.ravel(), res.imag.ravel()]
            coef = np.linalg.lstsq(columns, target, rcond=None)[0]
            for g, dn, dr in zip(coef, d_n, d_res):
                step -= g * (dn + dr)
        n = n + step
        n = (n + n.conj().T) / 2
    raise AssertionError("self-consistency not reached")


def total_energy(states, n, U):
    fixed = sum(np.trace(c.conj().T @ H @ c).real
                for c, H in zip(states, fixed_H)) / n_k
    return fixed + energy_U(n, U)


def mesh_gap(levels):
    return levels[:, n_filled].min() - levels[:, n_filled - 1].max()


levels_0, _, n_0 = solve_bands(np.zeros((5, 5)), 0.0)
levels, states, n, iterations = self_consistent(U_value, n_0)

# Test 1: orbital components and n from real-space integration over one
# atomic orbital, with Bloch states normalized over all N cells
h = 0.5
axis = np.arange(-12, 13) * h
u = np.array(list(itertools.product(axis, repeat=3)))
orbital = norm * np.exp(-alpha * np.sum(u**2, axis=1)) * solid_harmonics(u)
n_real = np.zeros((5, 5), complex)
beta_error = 0.0
for i in range(n_k):
    waves = np.exp(1j * (u + tau) @ q_sets[i].T)
    overlap = h**3 * orbital.conj() @ waves / np.sqrt(volume)
    beta_error = max(beta_error, np.abs(overlap - betas[i].conj().T).max())
    if i == 0:
        overlap_k0 = overlap
    psi = waves @ states[i] / np.sqrt(n_k * volume)
    a = h**3 * orbital.conj() @ psi
    n_real += a @ a.conj().T
n_error = np.abs(n_real - n).max()
assert beta_error < 1e-6
assert n_error < 1e-6

# Test 2: potential from derivatives of E_U with respect to elements of the
# density matrix, using the real-space overlaps. E_U is quadratic in n, so a
# central difference has no truncation error.
rng = np.random.default_rng(3)
low = np.argsort(np.sum(q_sets[0]**2, axis=1))[:80]
pick = rng.choice(low, 20, replace=False)
V_numeric = np.zeros((20, 20), complex)
t = 0.5
for row in range(20):
    for col in range(20):
        p_row, p_col = overlap_k0[:, pick[row]], overlap_k0[:, pick[col]]
        slopes = []
        for z in (1.0, 1j):
            dn = z * np.outer(p_col, p_row.conj()) / n_k
            dn = dn + dn.conj().T
            slopes.append((energy_U(n + t * dn, U_value)
                           - energy_U(n - t * dn, U_value)) / (2 * t))
        V_numeric[row, col] = n_k / 2 * (slopes[0] - 1j * slopes[1])
B = betas[0][pick]
D = U_value * (identity / 2 - n)
V_formula = B @ D @ B.conj().T
V_transposed = B @ D.T @ B.conj().T
V_error = np.abs(V_formula - V_numeric).max()
transpose_error = np.abs(V_transposed - V_numeric).max()
singular = np.linalg.svd(V_numeric, compute_uv=False)
assert V_error < 1e-7
assert transpose_error > 1e3 * V_error
assert singular[4] > 1e-4 * singular[0]
assert singular[5] < 1e-9 * singular[0]

# Test 3: diagonal form, occupation bounds, eigenvalues of the full V_k
occ, vectors = np.linalg.eigh(n)
coefficients = U_value * (0.5 - occ)
rotated = B @ vectors
V_diagonal = (rotated * coefficients) @ rotated.conj().T
assert np.abs(V_diagonal - V_numeric).max() < 1e-7
assert occ.min() > -1e-10 and occ.max() < 1 + 1e-10
V_full = betas[0] @ D @ betas[0].conj().T
eig_full = np.linalg.eigvalsh(V_full)
eig_five = np.sort(eig_full[np.argsort(-np.abs(eig_full))[:5]])
S = betas[0].conj().T @ betas[0]
S_deviation = np.linalg.norm(S - identity, 2)
eig_shift = np.abs(eig_five - np.sort(coefficients)).max()
assert eig_shift <= U_value / 2 * S_deviation + 1e-11

# Test 4: band-energy correction and variational derivative with respect to U
E_total = total_energy(states, n, U_value)
band_sum = levels[:, :n_filled].sum() / n_k
correction = U_value / 2 * np.trace(n @ n).real
assert abs(band_sum + correction - E_total) < 1e-7
dU = 0.002
E_side = []
for U_side in (U_value - dU, U_value + dU):
    _, c_side, n_side, _ = self_consistent(U_side, n)
    E_side.append(total_energy(c_side, n_side, U_side))
slope_numeric = (E_side[1] - E_side[0]) / (2 * dU)
slope_formula = np.trace(n - n @ n).real / 2
assert abs(slope_numeric - slope_formula) < 2e-5
gap_0, gap_U = mesh_gap(levels_0), mesh_gap(levels)
direct_gap = (levels[:, n_filled] - levels[:, n_filled - 1]).min()
assert direct_gap > 1e-3
assert gap_U > gap_0


def row_text(values, digits=5):
    return " ".join(f"{x:.{digits}f}" for x in values)


print(f"lattice constant = {cell:.1f} bohr, cutoff = {cutoff:.1f} hartree")
print(f"orbital exponent = {alpha:.1f} bohr^-2")
print("atom position =", row_text(tau, 1), "bohr")
print(f"fixed d projector strength = {d_strength:.1f} hartree")
print(f"well depth = {well_depth:.1f} hartree, width = {well_width:.1f} bohr")
for offset in well_offsets:
    print("well offset from atom =", row_text(offset, 1), "bohr")
print(f"k-points = {n_k}, filled bands per k = {n_filled}")
print("first k-point =", row_text(k_fractions[0], 2), "(2 pi/a)")
print(f"plane waves at first k = {len(q_sets[0])}")
print(f"U = {U_value:.3f} hartree = {U_value * HARTREE_EV:.3f} eV")
print(f"self-consistency iterations = {iterations}")
print("diagonal of n, m=-2..2 =", row_text(np.diag(n).real))
off = np.abs(np.triu(n, 1))
i, j = np.unravel_index(off.argmax(), off.shape)
print(f"largest off-diagonal n: m={i-2}, m'={j-2}: {n[i, j]:.5f}")
print("eigenvalues of n =", row_text(occ))
print(f"trace of n = {np.trace(n).real:.5f} electrons")
print("U(1/2-lambda) =", row_text(coefficients), "hartree")
print("U(1/2-lambda) =", row_text(coefficients * HARTREE_EV, 3), "eV")
print(f"max error of beta against real space = {beta_error:.1e}")
print(f"max error of n against real space = {n_error:.1e}")
off = np.abs(np.triu(V_formula, 1))
i, j = np.unravel_index(off.argmax(), off.shape)
print("sample G  =", *g_sets[0][pick[i]], "(2 pi/a)")
print("sample G' =", *g_sets[0][pick[j]], "(2 pi/a)")
print(f"V(G,G') separable formula = {V_formula[i, j]:.6f} hartree")
print(f"V(G,G') energy derivative = {V_numeric[i, j]:.6f} hartree")
print(f"max error of V, 20x20 block = {V_error:.1e} hartree")
print(f"max error with n transposed = {transpose_error:.1e} hartree")
print(f"5th singular value / 1st = {singular[4] / singular[0]:.2e}")
print(f"6th singular value / 1st = {singular[5] / singular[0]:.1e}")
print("nonzero eigenvalues of V_k =", row_text(eig_five), "hartree")
print(f"norm of S_k - 1 = {S_deviation:.2e}")
print(f"max eigenvalue deviation = {eig_shift:.2e} hartree")
print(f"E_U = {energy_U(n, U_value):.6f} hartree per cell")
print(f"band-energy sum = {band_sum:.6f} hartree per cell")
print(f"correction (U/2)Tr n^2 = {correction:.6f} hartree per cell")
print(f"total energy from states = {E_total:.6f} hartree per cell")
print(f"dE/dU from two solutions = {slope_numeric:.6f} (dimensionless)")
print(f"(1/2)Tr[n(1-n)] = {slope_formula:.6f} (dimensionless)")
print(f"gap on mesh, U=0 = {gap_0:.5f} hartree")
print(f"gap on mesh, with U = {gap_U:.5f} hartree")
print(f"gap increase = {(gap_U - gap_0) * HARTREE_EV:.3f} eV")
print("PASS")
```

Output:

```
lattice constant = 6.0 bohr, cutoff = 8.0 hartree
orbital exponent = 0.6 bohr^-2
atom position = 0.7 1.1 0.4 bohr
fixed d projector strength = -3.2 hartree
well depth = 0.8 hartree, width = 1.0 bohr
well offset from atom = 1.0 0.9 1.2 bohr
well offset from atom = 1.6 -0.7 0.5 bohr
k-points = 8, filled bands per k = 2
first k-point = -0.25 -0.25 -0.25 (2 pi/a)
plane waves at first k = 232
U = 0.200 hartree = 5.442 eV
self-consistency iterations = 8
diagonal of n, m=-2..2 = 0.44026 0.42024 0.12587 0.42024 0.44026
largest off-diagonal n: m=1, m'=2: -0.35978-0.12926j
eigenvalues of n = 0.00000 0.00003 0.00007 0.92195 0.92481
trace of n = 1.84686 electrons
U(1/2-lambda) = 0.10000 0.09999 0.09999 -0.08439 -0.08496 hartree
U(1/2-lambda) = 2.721 2.721 2.721 -2.296 -2.312 eV
max error of beta against real space = 9.2e-11
max error of n against real space = 8.5e-14
sample G  = -1 1 1 (2 pi/a)
sample G' = 0 -1 1 (2 pi/a)
V(G,G') separable formula = -0.000000+0.009272j hartree
V(G,G') energy derivative = -0.000000+0.009272j hartree
max error of V, 20x20 block = 2.1e-12 hartree
max error with n transposed = 7.7e-03 hartree
5th singular value / 1st = 3.30e-01
6th singular value / 1st = 1.1e-14
nonzero eigenvalues of V_k = -0.08493 -0.08435 0.09994 0.09995 0.09997 hartree
norm of S_k - 1 = 5.00e-04
max eigenvalue deviation = 4.48e-05 hartree
E_U = 0.014160 hartree per cell
band-energy sum = -3.324977 hartree per cell
correction (U/2)Tr n^2 = 0.170526 hartree per cell
total energy from states = -3.154451 hartree per cell
dE/dU from two solutions = 0.070799 (dimensionless)
(1/2)Tr[n(1-n)] = 0.070799 (dimensionless)
gap on mesh, U=0 = 0.07620 hartree
gap on mesh, with U = 0.24566 hartree
gap increase = 4.611 eV
PASS
```
